# Singlet–triplet mixing in np² from g factors, carbon to lead

## Problem

The configuration $np^2$ has two levels with $J=2$, named $^3P_2$ and $^1D_2$. Spin–orbit coupling mixes them. Write the lower level as

$$|{\rm low}\rangle=\cos\theta\,|T\rangle-\sin\theta\,|D\rangle ,\qquad |{\rm up}\rangle=\sin\theta\,|T\rangle+\cos\theta\,|D\rangle ,$$

where $T$ is the pure $^3P_2$ state, $D$ the pure $^1D_2$ state and $0\le\theta<90^\circ$. Find $\theta$ from the g factors below and compare it with the angle given by the intermediate-coupling matrix.

| Atom | $\zeta$ (hartree) | $F^2$ (hartree) | $g_{\rm low}$ | $g_{\rm up}$ |
|---|---|---|---|---|
| C | 0.000211 | 0.2233 | 1.501079 | 0.999941 |
| Si | 0.000765 | 0.1547 | 1.500981 | 1.000063 |
| Ge | 0.00452 | 0.1530 | 1.496591 | 1.004421 |
| Sn | 0.01075 | 0.1403 | 1.469281 | 1.031719 |
| Pb | 0.03481 | 0.1355 | 1.314531 | 1.186453 |

These g factors are computed and play the part of measured ones. Each atom is treated in the Dirac–Slater mean field (local exchange, no correlation, point nucleus, spherically averaged $p^2$). The two valence electrons are then diagonalized in all 15 determinants, and $g$ is read from the splitting of $M_J=\pm2$ in a weak field. The Hamiltonian diagonalized contains the spin–orbit term and the quadrupole part of the repulsion; the spherical part is left in the mean field, so its dependence on the $p_{1/2}$ or $p_{3/2}$ occupation is neglected. No mixing angle enters. The last digits of $g$ depend on the radial basis: at convergence they move by about $3\times10^{-5}$ in lead, $5\times10^{-6}$ in tin and at most $10^{-6}$ in the lighter atoms. The angles below keep the digits shown, except carbon's difference estimate, which becomes $0.26^\circ$. The spin–orbit operator is $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Since $\mathbf l\cdot\mathbf s$ is $\tfrac12$ for $p_{3/2}$ and $-1$ for $p_{1/2}$, $\zeta=\tfrac23(\varepsilon_{3/2}-\varepsilon_{1/2})$. $F^2$ is the quadrupole Slater integral of the averaged $np$ density. Hartree atomic units are used, with Bohr magneton $\tfrac12$.

## A tempting solution

**The matrix.** For $M_J=2$ there are two determinants:

$$|T\rangle=|p_+\!\uparrow\,p_0\!\uparrow\rangle,\qquad |D\rangle=|p_+\!\uparrow\,p_+\!\downarrow\rangle .$$

The first has $M_L=M_S=1$, so it is $^3P$; the second has $M_L=2$, so it is $^1D$.

The spherical part of the repulsion is common to both. The rest is $F^2$ times the angular mean of $P_2(\cos\theta_{12})$. In $p_+$ and $p_0$ the mean of $\cos^2\vartheta$ is $\tfrac15$ and $\tfrac35$, so the mean of $P_2(\cos\vartheta)$ is $-\tfrac15$ and $\tfrac25$. In $D$ the spins are opposite and there is no exchange, which leaves $(-\tfrac15)^2F^2=F^2/25$. In $T$ the direct term is $-\tfrac{2}{25}F^2$. The exchange term contains the element of $C_{21}=-\sqrt{3/2}\,\sin\vartheta\cos\vartheta\,e^{i\varphi}$ between $p_+$ and $p_0$:

$$\sqrt{\tfrac32}\,\frac{3}{4\pi\sqrt2}\int\sin^2\vartheta\cos^2\vartheta\,d\Omega
=\frac{3\sqrt3}{2}\Big(\frac13-\frac15\Big)=\frac{\sqrt3}{5}.$$

Its square, $\tfrac{3}{25}$, is subtracted, so $T$ has energy $-F^2/5$. The separation is

$$\Delta=E(^1D)-E(^3P)=\tfrac{6}{25}F^2 .$$

For the spin–orbit part, use $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$. On $D$ the $l_zs_z$ terms give $\tfrac12-\tfrac12=0$. The one surviving ladder term turns $p_+\!\downarrow$ into $\tfrac12\sqrt2\,p_0\!\uparrow$. On $T$ the diagonal part is $\tfrac12+0$. In the order $T,D$,

$$H=\begin{pmatrix}-F^2/5+\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&F^2/25\end{pmatrix}.$$

The element between $|{\rm low}\rangle$ and $|{\rm up}\rangle$ must vanish:

$$-\tfrac12\sin2\theta\,(\Delta-\tfrac{\zeta}{2})+\tfrac{\zeta}{\sqrt2}\cos2\theta=0
\;\Rightarrow\;\tan2\theta=\frac{\sqrt2\,\zeta}{\Delta-\zeta/2}. \tag{1}$$

The energy difference is

$$E_{\rm up}-E_{\rm low}=(\Delta-\tfrac{\zeta}{2})\cos2\theta+\sqrt2\,\zeta\sin2\theta .$$

It is positive if $\cos2\theta$ and $\sin2\theta$ have the signs of $\Delta-\zeta/2$ and $\zeta$. Hence $0<2\theta<180^\circ$ for $\zeta>0$.

**The g factors.** The moment $L_z+g_sS_z$ is diagonal in $T$ and $D$, with values $1+g_s$ and $2$. Dividing by $M_J=2$ gives $g_T=(1+g_s)/2=1.501160$ and $g_D=1$. With $d=g_T-1$,

$$g_{\rm low}=g_T-d\sin^2\theta,\qquad g_{\rm up}=1+d\sin^2\theta, \tag{2}$$

and therefore $\sin^2\theta=(g_T-g_{\rm low})/d$.

For lead this gives $\sin^2\theta=(1.501160-1.314531)/0.501160=0.372$, or $37.6^\circ$. Equation (1) gives $\tan2\theta=0.04923/(0.03251-0.01740)=3.26$, or $36.5^\circ$. For carbon the g factor gives $\sin^2\theta=1.6\times10^{-4}$, or $0.73^\circ$, while (1) gives $\tan2\theta=0.0056$, or $0.16^\circ$.

The tempting conclusion is that the matrix works for lead, but that carbon has a singlet admixture some twenty times larger than the matrix allows.

## Where it fails

The second g factor of carbon contradicts this. By (2), $g_{\rm up}$ cannot be below 1, yet it is 0.999941. Taken literally, it would give a negative singlet weight. Adding the two equations (2) gives a condition free of $\theta$:

$$g_{\rm low}+g_{\rm up}=g_T+1 .$$

For carbon the sum falls short by $1.4\times10^{-4}$. The mixing predicted by (1) changes $g_{\rm low}$ by only $d\sin^2\theta=0.50\times7.8\times10^{-6}=3.9\times10^{-6}$. The fault is in the moment assumed in (2), which is not accurate enough to reveal so small an admixture.

## The relativistic moment

In the Dirac equation a field along $z$ adds $\tfrac c2B(\mathbf r\times\boldsymbol\alpha)_z$. An orbital has a large part $P\,\Omega/r$ and a small part $-iQ\,\sigma_n\Omega/r$, where $\Omega$ is its spin-angle function, $\mathbf n=\mathbf r/r$ and $\sigma_n=\boldsymbol\sigma\cdot\mathbf n$. The product rule for Pauli matrices gives $(\mathbf n\times\boldsymbol\sigma)_z\sigma_n=i(n_z\sigma_n-\sigma_z)$, because the term with $\mathbf n\times\mathbf n$ vanishes. The factor $-i$ of the small part makes this real, and the matrix element is

$$M_{ab}=\frac c2\int_0^\infty r(P_aQ_b+Q_aP_b)\,dr\;\langle\Omega_a|n_z\sigma_n-\sigma_z|\Omega_b\rangle .$$

The radial equation $c(P'+\kappa P/r)=(2c^2+\varepsilon-V)Q$, with $\kappa=1$ for $p_{1/2}$ and $-2$ for $p_{3/2}$, gives $Q\approx(P'+\kappa P/r)/2c$ to leading order. Then

$$\int r(P_aQ_b+Q_aP_b)\,dr=\frac1{2c}\int\big[r(P_aP_b)'+(\kappa_a+\kappa_b)P_aP_b\big]dr
=\frac{\kappa_a+\kappa_b-1}{2c}\int P_aP_b\,dr, \tag{3}$$

after one integration by parts. If all radial functions are equal, the overlap is 1 and $M$ must reduce to the Pauli moment $\tfrac12(L_z+2S_z)$; the numerical check confirms this. The small excess $g_s-2$ is added in its nonrelativistic form.

Two corrections follow.

1. The neglected term $(\varepsilon-V)/2c^2$, together with the share of the norm held by $Q$, changes the moment by a relative amount of order $\alpha^2$ times a kinetic energy in hartree. Since $\alpha^2\approx5\times10^{-5}$, shifts near $10^{-4}$ are natural.
2. By (3), the elements between $p_{1/2}$ and $p_{3/2}$ are reduced by the overlap of their radial functions. In lead it is 0.9745, because the two functions differ in shape. In carbon the shapes are practically equal: $\int P_aP_b\,dr$ falls short of 1 by only about $3\times10^{-5}$, and this is the share of the norm held by $Q$, already counted in the first correction.

The cause can be isolated by keeping the computed states and replacing only the moment by $L_z+g_sS_z$. Carbon then has $g_{\rm low}=1.501156$ and $g_{\rm up}=1.000004$, and the inversion returns the singlet weight actually present in the state, $8.0\times10^{-6}$. This weight is defined by the action of $S^2$ on the spin-angle part.

## The corrected comparison

Let $\delta$ be the shift of $g_{\rm low}$ caused by the relativistic moment. The relation to invert is

$$\sin^2\theta=\frac{g_T+\delta-g_{\rm low}}{d}. \tag{4}$$

The simple formula is justified when $|\delta|\ll d\sin^2\theta$. Subtracting the two equations (2) gives another estimate, $\cos2\theta=(g_{\rm low}-g_{\rm up})/d$, from which a shift common to both levels cancels. The angles in degrees are:

| Atom | from $g_{\rm low}$ | from difference | in the state | matrix (1) |
|---|---|---|---|---|
| C | 0.73 | 0.27 | 0.16 | 0.16 |
| Si | 1.08 | 0.89 | 0.86 | 0.84 |
| Ge | 5.5 | 5.4 | 5.4 | 5.3 |
| Sn | 14.6 | 14.6 | 14.4 | 14.1 |
| Pb | 37.6 | 37.6 | 37.2 | 36.5 |

For carbon the matrix reproduces the angle present in the computed state; the uncorrected extraction does not. Both the matrix and the state use the same mean-field $\zeta$, so $0.16^\circ$ is the angle of the model, not of the real atom. This $\zeta$ is too large, partly because it lacks the two-electron spin–other-orbit terms: it gives a $^3P_2$–$^3P_0$ interval of $\tfrac32\zeta=69$ cm$^{-1}$, against about 43 cm$^{-1}$ observed. Here $\delta=-7.7\times10^{-5}$ is about twenty times the mixing signal. The difference removes most of the error, but the two shifts are not equal and the angle is still too large. To find carbon's angle from $g$, $\delta$ would have to be known to better than $4\times10^{-6}$. The present $\delta$ is not that good: the Breit interaction between the electrons is omitted, and it contributes at the same order $\alpha^2$. In silicon the shift is comparable with the signal. From germanium on, $|\delta|$ is at most about 4% of $d\sin^2\theta$, and the simple formula exceeds the matrix angle by only 3 to 4% of that angle.

The last two columns differ because the determinant calculation uses separate $p_{1/2}$ and $p_{3/2}$ radial functions in the quadrupole Coulomb integrals, while (1) uses one $F^2$.

**A small sum defect is not a guarantee.** In lead the sum of the g factors is low by only $1.8\times10^{-4}$, yet the relativistic moment shifts $g_{\rm low}$ by $-0.0036$ and $g_{\rm up}$ by $+0.0034$. The overlap explains this. For dominant spin–orbit coupling the eigenstates of $H$ are

$$|b\rangle=\frac{|T\rangle-\sqrt2|D\rangle}{\sqrt3},\qquad |a\rangle=\frac{\sqrt2|T\rangle+|D\rangle}{\sqrt3},$$

with energies $-\zeta/2$ and $\zeta$. They are the $J=2$ states of $p_{1/2}p_{3/2}$ and $p_{3/2}^2$. A one-electron element between $p_{1/2}$ and $p_{3/2}$ changes the configuration, so it connects $a$ with $b$ but has no diagonal part. The overlap therefore leaves the sum of the two g factors unchanged. It reduces

$$g_{ab}=\frac{\sqrt2\,(g_T-1)}{3}=0.236 .$$

The state $b$ has mixing angle $54.7^\circ$, so $|{\rm low}\rangle=\cos\phi|b\rangle+\sin\phi|a\rangle$ with $\phi=54.7^\circ-37.2^\circ=17.5^\circ$. The cross term in $g_{\rm low}$ is $g_{ab}\sin2\phi=0.136$. Reducing it by the fraction $1-0.9745=0.0255$ lowers $g_{\rm low}$ by $0.0035$ and raises $g_{\rm up}$ equally, as found.

## Limits and precision

For $\zeta\ll\Delta$, (1) gives $\theta\approx\zeta/(\sqrt2\Delta)$, so the signal in $g$ is quadratic in $\zeta$. At $\zeta=2\Delta$ the angle is $45^\circ$ and (2) makes the two g factors equal. Beyond this point the lower level, still called $^3P_2$, is mostly singlet; its singlet weight tends to $\tfrac23$ in the $jj$ limit. Lead, with $\zeta/\Delta=1.07$, has not reached the crossing in this model. Since $g$ depends on $\sin^2\theta$, it does not give the sign of the mixing amplitude. That sign comes from the matrix and the chosen phases of $T$ and $D$.

Differentiating (2) gives $|\delta\theta|=\delta g/(d\sin2\theta)$, in radians. An uncertainty $\delta g=10^{-4}$ means $0.012^\circ$ in lead, far less than the $0.4^\circ$ error from the moment. Near $\theta=0$ the linear law fails. The smallest resolvable angle then follows from $\sin^2\theta=\delta g/d$ and is $0.8^\circ$, well above carbon's angle and about equal to silicon's.

The measured g factors of lead are about 1.27 and 1.23. The simple formula then gives $42^\circ$ to $43^\circ$, some $6^\circ$ above the matrix value of $36.5^\circ$ and far outside the $0.4^\circ$ error from the moment. The observed levels point the same way. In the same scheme $^3P_1$ has energy $-F^2/5-\zeta/2$. Fitting $\zeta$ and $\Delta$ to the $J=1$ level at 7819 cm$^{-1}$ and the $J=2$ levels at 10650 and 21458 cm$^{-1}$, and taking the root near the computed $\zeta$, gives $\zeta=0.035$, $\Delta=0.023$ hartree and $41.6^\circ$. So $36.5^\circ$ is the angle of the model, not of real lead: the mean-field $\Delta=0.0325$ is too large. A first-principles comparison needs the correction $\delta$ and values of $\zeta$ and $F^2$ that include correlation and the Breit interaction.

## Calculated quantities

```
spin g factor gs = 2.002319; pure 3P2 g factor gT = 1.501160
jj limit: singlet weight 0.666667, angle 54.736 deg
Orbital energies, zeta, F2 and Delta in hartree; overlap without unit
C: e(p1/2)=-0.158050 e(p3/2)=-0.157734 zeta=2.1084e-04 F2=0.22327 Delta=0.05358 overlap=0.999948
Si: e(p1/2)=-0.118274 e(p3/2)=-0.117127 zeta=7.6468e-04 F2=0.15465 Delta=0.03712 overlap=0.999957
Ge: e(p1/2)=-0.118185 e(p3/2)=-0.111405 zeta=4.5201e-03 F2=0.15304 Delta=0.03673 overlap=0.999580
Sn: e(p1/2)=-0.119198 e(p3/2)=-0.103067 zeta=1.0754e-02 F2=0.14033 Delta=0.03368 overlap=0.997410
Pb: e(p1/2)=-0.141579 e(p3/2)=-0.089366 zeta=3.4809e-02 F2=0.13545 Delta=0.03251 overlap=0.974503
g factors from the field splitting, relativistic moment
C: g_low=1.501079 g_up=0.999941 sum defect=-1.402e-04
Si: g_low=1.500981 g_up=1.000063 sum defect=-1.156e-04
Ge: g_low=1.496591 g_up=1.004421 sum defect=-1.479e-04
Sn: g_low=1.469281 g_up=1.031719 sum defect=-1.593e-04
Pb: g_low=1.314531 g_up=1.186453 sum defect=-1.754e-04
g factors of the same states with the moment L + gs S
C: g_low=1.501156 g_up=1.000004
Si: g_low=1.501047 g_up=1.000113
Ge: g_low=1.496763 g_up=1.004396
Sn: g_low=1.469966 g_up=1.031194
Pb: g_low=1.318084 g_up=1.183076
Singlet weight of the lower level (no unit)
C: from g_low=1.6123e-04 from g_low-g_up=2.1395e-05 actual=8.0329e-06 matrix=7.7715e-06
Si: from g_low=3.5629e-04 from g_low-g_up=2.4092e-04 actual=2.2571e-04 matrix=2.1652e-04
Ge: from g_low=9.1162e-03 from g_low-g_up=8.9687e-03 actual=8.7722e-03 matrix=8.3826e-03
Sn: from g_low=6.3610e-02 from g_low-g_up=6.3451e-02 actual=6.2244e-02 matrix=5.9562e-02
Pb: from g_low=3.7239e-01 from g_low-g_up=3.7222e-01 actual=3.6530e-01 matrix=3.5334e-01
Mixing angle in degrees (nan: inferred weight outside 0..1)
C: from g_low=0.728 from g_low-g_up=0.265 actual=0.162 matrix=0.160
Si: from g_low=1.082 from g_low-g_up=0.889 actual=0.861 matrix=0.843
Ge: from g_low=5.479 from g_low-g_up=5.434 actual=5.374 matrix=5.253
Sn: from g_low=14.608 from g_low-g_up=14.590 actual=14.447 matrix=14.126
Pb: from g_low=37.607 from g_low-g_up=37.597 actual=37.186 matrix=36.472
For g uncertainty 1e-04: smallest resolvable angle 0.809 deg
Pb, same uncertainty: angle error 0.0118 deg
Inversion for lead, rough measured g_low about 1.3 (+-0.05)
g_low=1.35: singlet weight=0.302, angle=33.3 deg
g_low=1.30: singlet weight=0.401, angle=39.3 deg
g_low=1.25: singlet weight=0.501, angle=45.1 deg
```
